# Valley-odd Berry curvature of a gapped Dirac band and its peak height

**Q.** A gapped monolayer with time-reversal symmetry has no net Berry flux in a band. Why should I believe that each valley carries curvature of its own? Start with the model, so that I can see what is being assumed.

**A.** I take one spin species and two bands near two valleys, labelled $\tau=\pm1$. With $\mathbf k$ measured from the valley centre,

$$H_\tau(\mathbf k)=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z .$$

The Pauli matrices act on two orbitals, for instance on the two sublattices of a honeycomb. The velocity $v$ is positive, $\Delta>0$ is the full gap, and the mass term is the same in both valleys. The model is linear in $\mathbf k$ and omits all other bands.

Different Pauli matrices anticommute and each squares to one, so the cross terms in $H_\tau^2$ cancel:

$$H_\tau^2=(\hbar v)^2k^2+\frac{\Delta^2}{4}=\frac{\varepsilon^2}{4},\qquad \varepsilon=\sqrt{\Delta^2+4(\hbar v)^2k^2}.$$

The energies are $E_c=\varepsilon/2$ and $E_v=-\varepsilon/2$, and $\varepsilon$ is the vertical separation of the bands. I can also write $H_\tau=(\varepsilon/2)\,\mathbf n\cdot\boldsymbol\sigma$ with a unit vector $\mathbf n$ whose third component is $n_z=\Delta/\varepsilon$.

**Q.** The energies are the same in both valleys. What distinguishes them, and does it survive a change of phase of the eigenvectors?

**A.** The eigenvectors distinguish them. For the conduction state $|c\rangle$ I define

$$\mathbf A=i\langle c|\nabla_{\mathbf k}c\rangle,\qquad \Omega_c=\partial_xA_y-\partial_yA_x ,$$

where $\partial_x$ means $\partial/\partial k_x$. Replacing $|c\rangle$ by $e^{i\chi(\mathbf k)}|c\rangle$ changes $\mathbf A$ into $\mathbf A-\nabla\chi$. The curl of a gradient vanishes, so $\Omega_c$ is unchanged.

Carrying out the derivatives, the two terms with mixed second derivatives cancel:

$$\Omega_c=i\big(\langle\partial_xc|\partial_yc\rangle-\langle\partial_yc|\partial_xc\rangle\big)=-2\,\mathrm{Im}\,\langle\partial_xc|\partial_yc\rangle .$$

The last form holds because the second product is the complex conjugate of the first, and $i(z-z^*)=-2\,\mathrm{Im}\,z$.

**Q.** You still need derivatives of eigenvectors, and those depend on the phase.

**A.** The phase-dependent part drops out. Insert $|c\rangle\langle c|+|v\rangle\langle v|=1$ between the two derivatives. Normalization gives $\langle\partial_jc|c\rangle+\langle c|\partial_jc\rangle=0$, so each $\langle c|\partial_jc\rangle$ is imaginary. The term through $|c\rangle$ is a product of two imaginary numbers, which is real and does not contribute.

For the term through $|v\rangle$, differentiate $H|c\rangle=E_c|c\rangle$ and project on $\langle v|$:

$$\langle v|\partial_jH|c\rangle+E_v\langle v|\partial_jc\rangle=E_c\langle v|\partial_jc\rangle .$$

The term with $\partial_jE_c$ is absent because $\langle v|c\rangle=0$. Since $E_c-E_v=\varepsilon$,

$$\langle v|\partial_jc\rangle=\frac{\langle v|\partial_jH|c\rangle}{\varepsilon}.$$

Using this for $j=y$ and its complex conjugate for $j=x$,

$$\Omega_c=-\frac{2}{\varepsilon^2}\,\mathrm{Im}\big[\langle c|\partial_xH|v\rangle\langle v|\partial_yH|c\rangle\big].$$

This contains the derivatives of the Hamiltonian, which are simple: $\partial_xH=\tau\hbar v\sigma_x$ and $\partial_yH=\hbar v\sigma_y$.

**Q.** Then evaluate it away from $k=0$ too, without choosing convenient eigenvectors.

**A.** Use the projectors $|c\rangle\langle c|=(1+N)/2$ and $|v\rangle\langle v|=(1-N)/2$, where $N=\mathbf n\cdot\boldsymbol\sigma$. The bracket becomes $\tau(\hbar v)^2T$, with

$$T=\frac14\mathrm{Tr}\big[(1+N)\sigma_x(1-N)\sigma_y\big].$$

Expanding gives four traces:

- $\mathrm{Tr}[\sigma_x\sigma_y]=0$.
- $\mathrm{Tr}[N\sigma_x\sigma_y]=i\,\mathrm{Tr}[N\sigma_z]=2in_z$.
- $-\mathrm{Tr}[\sigma_xN\sigma_y]=-\mathrm{Tr}[N\sigma_y\sigma_x]=+2in_z$, because $\sigma_y\sigma_x=-i\sigma_z$.
- $-\mathrm{Tr}[N\sigma_xN\sigma_y]=-4n_xn_y$. Here $N\sigma_x=2n_x-\sigma_xN$ and $N^2=1$ give $N\sigma_xN=2n_xN-\sigma_x$.

Therefore $T=-n_xn_y+in_z$. Its imaginary part is $n_z=\Delta/\varepsilon$, and

$$\boxed{\Omega_c(\mathbf k)=-\frac{2\tau(\hbar v)^2\Delta}{\big[\Delta^2+4(\hbar v)^2k^2\big]^{3/2}}}$$

Two powers of $\varepsilon$ come from the energy denominators and the third from $n_z$. For the valence band the projectors change places, which reverses $\mathbf n$. The imaginary part changes sign while $\varepsilon^2$ does not, so $\Omega_v=-\Omega_c$.

**Q.** The factor $\tau$ was put into the Hamiltonian by hand. Is the valley oddness a consequence of symmetry, or of your notation?

**A.** It follows from time reversal. For one spin species with real orbitals and no spin-orbit coupling, time reversal acts as complex conjugation and exchanges the valleys. Conjugation reverses $\sigma_y$ and leaves $\sigma_x$ and $\sigma_z$ alone, so

$$H_-(-\mathbf k)=\hbar v(k_x\sigma_x-k_y\sigma_y)+\frac{\Delta}{2}\sigma_z=H_+(\mathbf k)^* .$$

The eigenvector at $-\mathbf k$ in valley $-1$ can thus be chosen as the conjugate of the one at $\mathbf k$ in valley $+1$. The curvature contains two derivatives, so the two minus signs from $\mathbf k\to-\mathbf k$ cancel. Conjugation reverses the imaginary part, and

$$\Omega_-(-\mathbf k)=-\Omega_+(\mathbf k).$$

**Q.** What if the mass has opposite signs in the two valleys? The energies would not notice.

**A.** The curvature would. Keep $\Delta$ in valley $+1$ and replace it by $-\Delta$ in valley $-1$. The equality above then fails, so without spin-orbit coupling time reversal is broken. With spin-orbit coupling, time reversal also flips the spin. The other spin species can then carry the reversed masses, and the two species together keep the symmetry. Within one species the reversed $n_z$ cancels the reversed $\tau$ in the curvature, and both valleys have the same sign; the other species has the opposite sign in both valleys. Equal gaps alone therefore do not establish valley-odd curvature.

Inversion gives the complementary condition. In a honeycomb it exchanges both the valleys and the sublattices, and it requires $\sigma_xH_-(-\mathbf k)\sigma_x=H_+(\mathbf k)$. The kinetic terms satisfy this, but $\sigma_x\sigma_z\sigma_x=-\sigma_z$, so a mass equal in both valleys violates it. The term that opens the gap here is also the term that breaks inversion.

**Q.** What would an electron do differently because of this curvature?

**A.** It would drift sideways when its wave vector is driven. Let $\mathbf k$ change slowly. Apart from a phase, write the state as $|c\rangle+a|v\rangle$ with small $a$. Projecting the time-dependent Schrödinger equation on $\langle v|$, and neglecting $\dot a$ and terms of second order in the driving, gives

$$E_ca+i\hbar\sum_j\dot k_j\langle v|\partial_jc\rangle=E_va
\quad\Rightarrow\quad
a=-\frac{i\hbar}{\varepsilon}\sum_j\dot k_j\langle v|\partial_jc\rangle .$$

The velocity operator is $\partial_iH/\hbar$. Besides the band velocity $\partial_iE_c/\hbar$, its expectation value contains $(2/\hbar)\mathrm{Re}[\langle c|\partial_iH|v\rangle a]$. Since $\langle c|\partial_iH|v\rangle=\varepsilon\langle\partial_ic|v\rangle$, this extra part is

$$\delta v_i=2\sum_j\dot k_j\,\mathrm{Im}\big[\langle\partial_ic|v\rangle\langle v|\partial_jc\rangle\big].$$

For $i=j$ the bracket is real. The other terms give $\delta v_x=-\Omega_c\dot k_y$ and $\delta v_y=\Omega_c\dot k_x$. Driving both valleys in the same direction thus sends their electrons to opposite sides. The estimate requires $|a|\ll1$; at the valley centre this means $\hbar|\dot{\mathbf k}|\,\hbar v/\Delta^2\ll1$. A small gap makes the curvature at the valley centre large and also narrows the range of driving for which this description holds.

**Q.** Now the peak. Show me that it is at $k=0$, and explain its height.

**A.** Write $|\Omega_c|=2(\hbar v)^2\Delta\,\varepsilon^{-3}$ and use $d\varepsilon/dk=4(\hbar v)^2k/\varepsilon$:

$$\frac{d|\Omega_c|}{dk}=-\frac{24(\hbar v)^4\Delta\,k}{\varepsilon^5}.$$

This is negative for every $k>0$, so the maximum is at the centre, where $\varepsilon=\Delta$:

$$\boxed{|\Omega_c(0)|=\frac{2(\hbar v)^2}{\Delta^2}}$$

The factors can be read off directly. At $k=0$ the band states are the two basis orbitals, and $\langle v|\partial_xc\rangle=\tau\hbar v/\Delta$ while $\langle v|\partial_yc\rangle=i\hbar v/\Delta$. The length $\hbar v/\Delta$ measures how quickly the valence orbital is mixed in as $\mathbf k$ moves. Curvature needs one such factor for each direction, hence the square.

**Q.** Give me numbers, and not from the same formula twice.

**A.** Take round model parameters, $v=5\times10^5$ m/s and $\Delta=1$ eV. Then $\hbar v=3.29106$ eV Å and

$$|\Omega_c(0)|=\frac{2(3.29106\ \text{eV Å})^2}{(1\ \text{eV})^2}=21.66\ \text{Å}^2=0.2166\ \text{nm}^2 .$$

As an independent check, diagonalize $H_\tau$ at the corners of a small square in $\mathbf k$ space. Multiply the overlaps of successive eigenvectors around it, take minus the phase of the product, and divide by the area. Arbitrary eigenvector phases cancel in the product. This gives $-21.66$ Å² for $\tau=+1$ and $+21.66$ Å² for $\tau=-1$.

The same numerical procedure shows the scaling. Doubling the gap at fixed velocity lowers the height to 5.42 Å², one quarter. Doubling the velocity at fixed gap raises it to 86.65 Å², four times the original.

**Q.** But gap and velocity need not vary independently. Suppose I know the effective mass instead.

**A.** Then the gap dependence looks different. For $\hbar vk\ll\Delta$, expanding the square root gives

$$E_c=\frac{\Delta}{2}\sqrt{1+\frac{4(\hbar v)^2k^2}{\Delta^2}}\simeq\frac{\Delta}{2}+\frac{(\hbar v)^2k^2}{\Delta}.$$

Comparison with $\hbar^2k^2/(2m^*)$ gives $m^*=\Delta/(2v^2)$, which is 0.352 electron masses here. Substituting $v^2=\Delta/(2m^*)$ into the height,

$$|\Omega_c(0)|=\frac{2\hbar^2}{\Delta^2}\,\frac{\Delta}{2m^*}=\frac{\hbar^2}{m^*\Delta}.$$

At fixed mass, doubling the gap requires $v$ to grow by $\sqrt2$. The height then falls by one half, to 10.83 Å². There is no conflict between $\Delta^{-2}$ and $\Delta^{-1}$, because different quantities are held fixed.

**Q.** Electrons and holes can have different masses. Which one belongs in that formula?

**A.** Add a term $\gamma k^2$ times the identity matrix. It shifts both bands equally, leaves the eigenvectors and $\varepsilon$ unchanged, and so leaves the curvature unchanged. It does change the masses:

$$\frac{1}{m_c}=\frac{2v^2}{\Delta}+\frac{2\gamma}{\hbar^2},\qquad
\frac{1}{m_h}=\frac{2v^2}{\Delta}-\frac{2\gamma}{\hbar^2}.$$

The hole mass $m_h$ has the opposite $\gamma$ term because a hole energy is minus the valence energy. Averaging the inverses removes $\gamma$, and

$$|\Omega_c(0)|=\frac{\hbar^2}{2\Delta}\left(\frac1{m_c}+\frac1{m_h}\right).$$

Using the conduction mass alone would be wrong when $\gamma\neq0$. The form with $v$ and $\Delta$ needs no such correction in this model. The averaged form has limits of its own. A term $\beta k^2\sigma_z$, as from unequal second-neighbour hoppings on the two sublattices, leaves $H$ and its first derivatives at the centre unchanged, and so leaves $\Omega_c(0)$ unchanged, but it adds $2\beta/\hbar^2$ to both inverse masses and survives the average. Other bands, omitted here, contribute to the masses and to the curvature separately, and $\Omega_v=-\Omega_c$ then need not hold. The measured masses and gap of a real monolayer therefore give only an estimate of the peak.

**Q.** As the gap closes, your peak diverges. Does a valley then carry infinite Berry flux?

**A.** No, because the peak narrows. Its profile relative to the centre is $[1+(2\hbar vk/\Delta)^2]^{-3/2}$. Setting this to one half gives

$$k_h=\frac{\Delta}{2\hbar v}\sqrt{2^{2/3}-1},$$

or 0.116 Å$^{-1}$ in the example. The height scales as $(\hbar v/\Delta)^2$ and the area $\pi k_h^2$ as its inverse.

For the flux through a disc of radius $k$, change variables with $k'dk'=\varepsilon'd\varepsilon'/[4(\hbar v)^2]$:

$$\Phi(k)=2\pi\int_0^k\Omega_c\,k'dk'
=-\tau\pi\Delta\int_\Delta^{\varepsilon}\frac{d\varepsilon'}{\varepsilon'^2}
=-\tau\pi\left(1-\frac{\Delta}{\varepsilon}\right).$$

At $k_h$, $\varepsilon=2^{1/3}\Delta$, so the enclosed flux has magnitude $\pi(1-2^{-1/3})=0.206\pi$, whatever the gap and velocity. Most of the flux lies in the tail.

If $\Delta\to0$ at fixed $k>0$, the curvature at that point tends to zero in proportion to $\Delta$, while the flux through the disc tends to $-\tau\pi$. The flux gathers at the centre and stays finite. In the opposite regime, $\hbar vk\ll\Delta$, the curvature is nearly uniform over the disc.

**Q.** A real Brillouin zone is finite. Does the peak survive when the linear model is replaced by a full band?

**A.** Take a honeycomb with neighbour distance $d$, hopping $-t$ and site energies $\pm\Delta/2$. The off-diagonal element is $h=-t\sum_je^{i\mathbf p\cdot\boldsymbol\delta_j}$, where $\mathbf p$ is the full wave vector and

$$\boldsymbol\delta_1=d(0,1),\qquad \boldsymbol\delta_{2,3}=d\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).$$

At the valley centres $\mathbf p=\tau(4\pi/(3\sqrt3d),0)$ the three phases are $0$ and $\pm2\pi\tau/3$, so $h=0$. To first order in the displacement $\mathbf k$,

$$h\simeq-itd\left[k_y-k_y\cos\tfrac{2\pi}{3}+i\sqrt3\,k_x\sin\tfrac{2\pi\tau}{3}\right]
=\frac{3td}{2}(\tau k_x-ik_y).$$

This is the off-diagonal element of the Dirac model with $\hbar v=3td/2$. The curvature at a point depends on $H$ and its first derivatives there. Both agree at the valley centre, and so does the curvature. For $d=2$ Å, the same velocity requires $t=1.097$ eV, and the lattice calculation again gives $\mp21.66$ Å² for $\tau=\pm1$.

**Q.** That is one point. How quickly does the agreement deteriorate?

**A.** The lattice has threefold rotation symmetry about the valley centre, which forbids a term linear in $\mathbf k$ in its curvature. The relative deviation from the Dirac formula can therefore start at second order. Averaged over $\pm k_x$, it grows by a factor 3.98 when $k$ doubles from 0.01 to 0.02 Å$^{-1}$, close to the factor 4 of a quadratic law.

At $k=0.10$ Å$^{-1}$ the Dirac value for $\tau=+1$ is $-12.62$ Å². The lattice gives $-11.77$ Å² on the negative $k_x$ side and $-12.85$ Å² on the positive side. Relative to the Dirac magnitude, these are about 7% smaller and 2% larger. The isotropic formula misses this directional difference. On a grid covering the whole zone, the strongest negative flux still lies at the $\tau=+1$ centre, within one grid spacing.

**Q.** And the flux of magnitude $\pi$ per valley?

**A.** It is a limit of the Dirac model with unbounded $k$. Summing all the negative curvature in the lattice zone, which I count as the share of valley $+1$, gives a magnitude of $0.66\pi$ for the 1 eV gap and $0.96\pi$ for a 0.1 eV gap at the same hopping. The positive curvature cancels it, so the whole-zone flux is zero within rounding. Your opening statement is correct for a band that time reversal maps onto itself, as in this lattice, but it concerns the sum over the zone. In the spin-orbit case with opposite masses, the two valleys of one spin species add instead of cancelling, and only the sum over both species vanishes. The local curvature, and the opposite sideways drifts it produces, remain.

## Computed results

```
Velocity: 5.000e+05 m/s
Full gap: 1.000 eV
hbar times velocity: 3.29106 eV angstrom
Band-edge mass: 0.35176 electron masses
Peak height, formula: 21.6621 angstrom^2
Peak height, formula: 0.216621 nm^2
Peak height, eigenvectors: 21.6621 angstrom^2
Conduction curvature at centre, valley +1: -21.6621 angstrom^2
Conduction curvature at centre, valley -1: 21.6621 angstrom^2
Half-height radius: 0.11644 1/angstrom
Flux inside half-height radius, valley +1: -0.20630 pi
Dirac curvature, valley +1, k = 0.05 1/angstrom: -18.5656 angstrom^2
Dirac curvature, valley +1, k = 0.10 1/angstrom: -12.6247 angstrom^2
Dirac curvature, valley +1, k = 0.20 1/angstrom: -4.7946 angstrom^2
Peak with gap doubled, velocity fixed: 5.4155 angstrom^2
Peak with velocity doubled, gap fixed: 86.6484 angstrom^2
Peak with gap doubled, mass fixed: 10.8311 angstrom^2
Lattice neighbour distance: 2.000 angstrom
Lattice hopping magnitude: 1.09702 eV
Lattice curvature at centre, valley +1: -21.6621 angstrom^2
Lattice curvature at centre, valley -1: 21.6621 angstrom^2
Lattice curvature, valley +1, kx = -0.10 1/angstrom: -11.7682 angstrom^2
Lattice curvature, valley +1, kx = +0.10 1/angstrom: -12.8532 angstrom^2
Lattice deviation ratio, k = 0.02 to 0.01 1/angstrom: 3.975
Lattice flux magnitude per valley, gap 1.0 eV: 0.6620 pi
Lattice flux magnitude per valley, gap 0.1 eV: 0.9638 pi
```
